# Counting the Bound Subbands of a Silicon Depletion Well

## Problem

A p-type silicon (100) surface has a uniform acceptor density $N_A=10^{17}\ \mathrm{cm^{-3}}$, and its bands are bent down by $U=0.8$ eV. Holes are absent from the surface to a sharp depletion edge at depth $W$, and the silicon beyond is neutral. The oxide is treated as an impenetrable wall at $z=0$. Electrons move along $z$ with mass $m=0.916$ electron masses, and the relative permittivity is $\epsilon=11.7$.

(a) Estimate semiclassically how many subbands have their bottom below the bulk conduction edge.

(b) Find the rule that fixes the integer.

(c) Find how the count changes when the depletion edge is smoothed by holes at 300 K.

Count one ladder of subbands, without spin or valley degeneracy. The algebra is in atomic units ($\hbar=e=m_e=1$), and energies are measured from the bulk conduction edge.

## Solution

### The well

Ionised acceptors have charge density $-N_A$, so Poisson's equation for the electrostatic potential is $\phi''=4\pi N_A/\epsilon$. An electron has potential energy $V=-\phi$, hence

$$V''=-\frac{4\pi N_A}{\epsilon}.$$

The neutral bulk has no field, so $V=V'=0$ at $z=W$. Integrating twice gives

$$V=-\frac{2\pi N_A}{\epsilon}(W-z)^2=-U\left(1-\frac zW\right)^2,\qquad U=\frac{2\pi N_AW^2}{\epsilon},$$

for $0<z<W$, and $V=0$ beyond. For the given values $W=101.7$ nm. The surface field is $2U/(eW)=1.6\ \mathrm{V}/101.7\ \mathrm{nm}=0.157$ MV/cm.

### (a) The estimate

At the top of the well, $E=0$, the local wavenumber is

$$k(z)=\sqrt{-2mV}=k_0\left(1-\frac zW\right),\qquad k_0=\sqrt{2mU}.$$

The phase accumulated across the well is

$$S=\int_0^W k\,dz=\frac{k_0W}{2}.$$

Each additional bound state needs one more half-wave, a phase of $\pi$. To leading order, therefore,

$$N\approx\frac S\pi=\frac{W\sqrt{2mU}}{2\pi}.$$

Here $k_0=4.386\ \mathrm{nm^{-1}}$, so

$$N\approx\frac{4.386\times101.7}{2\pi}=71.0 .$$

The well supports about seventy subbands in this model.

Inserting $W=\sqrt{\epsilon U/(2\pi N_A)}$ shows the scaling:

$$N\approx\frac1{2\pi}\sqrt{\frac{\epsilon U}{2\pi N_A}\,2mU}=\frac{U}{2\pi}\sqrt{\frac{m\epsilon}{\pi N_A}} .$$

At fixed doping the count is linear in the bending, because width and wavenumber each grow as $\sqrt U$. At fixed bending, ten times the doping divides the estimate by $\sqrt{10}$.

### Levels inside the well

Write the energy as $E=-b^2U$ and let $x=1-z/W$. The turning point is at $x=b$. With $x=b\cosh t$ and $T=\operatorname{arccosh}(1/b)$, the phase from wall to turning point is

$$\Phi=k_0W\int_b^1\sqrt{x^2-b^2}\,dx=k_0Wb^2\int_0^T\sinh^2t\,dt=\frac{k_0W}{2}b^2(\sinh T\cosh T-T).$$

Since $b\cosh T=1$ and $b\sinh T=\sqrt{1-b^2}$,

$$\Phi=\frac{k_0W}{2}\left[\sqrt{1-b^2}-b^2\operatorname{arccosh}\frac1b\right].$$

At a smooth turning point the decaying wave joins $\cos(\Phi-\pi/4)$. This must vanish at the wall, so $\Phi-\pi/4=(n-\tfrac12)\pi$, or $\Phi=(n-\tfrac14)\pi$ with $n=1,2,\dots$

Diagonalizing the same well on a mesh gives 0.0504, 0.2654 and 0.5703 eV above the well bottom for $n=1,10,35$. The semiclassical values are 0.0500, 0.2654 and 0.5703 eV. The largest difference over all levels is 0.38 meV, while halving the mesh spacing moves no level by more than 0.063 meV.

Near the bottom the well is almost triangular. With $\delta=1-b^2\ll1$, the energy above the bottom is $U\delta$, and dropping the term in $z^2$ gives

$$\Phi\approx k_0\int_0^{\delta W/2}\sqrt{\delta-\frac{2z}{W}}\,dz=\frac{k_0W\delta^{3/2}}3,$$

$$U\delta_n\approx U\left[\frac{3\pi(n-1/4)}{k_0W}\right]^{2/3}.$$

This gives 0.050 eV for $n=1$ but 0.279 eV for $n=10$, about 5% above the diagonalized level. The triangle lies above the parabola, so it raises the levels, and more so for states that reach further in.

### (b) The integer

The turning-point rule needs a potential that is nearly linear around the turning point. At threshold the turning point reaches $W$, where the slope vanishes and the potential becomes flat, so the wave there must be found directly.

**Counting nodes.** For $E<0$ let $\psi(z;E)$ be the solution that decays into the bulk. It is a bound state when $\psi(0;E)=0$. Put $\chi=\partial\psi/\partial E$. Differentiating $\psi''=2m(V-E)\psi$ with respect to $E$ gives $\chi''=2m(V-E)\chi-2m\psi$, and therefore

$$(\psi\chi'-\chi\psi')'=-2m\psi^2 .$$

Integrate from a node $z_0$ to infinity. The upper end contributes nothing, and $\psi(z_0)=0$, so $\chi(z_0)\psi'(z_0)=-2m\int_{z_0}^\infty\psi^2dz$. The node moves with energy as

$$\frac{dz_0}{dE}=-\frac{\chi}{\psi'}=\frac{2m}{\psi'(z_0)^2}\int_{z_0}^{\infty}\psi^2dz>0 .$$

Nodes thus move inward from the wall. They cannot pass $W$, because beyond it $\psi$ is a pure decaying exponential. Nor can they appear in pairs, because $\psi$ and $\psi'$ never vanish together. Below the well bottom there are none. Each node has therefore entered through the wall, at the energy of one bound state, and $N$ is the number of nodes as $E\to0^-$.

**The threshold wave.** Outside the well the logarithmic slope is $-\sqrt{-2mE}$, which tends to zero. With $u=W-z$ we need

$$\frac{d^2\psi}{du^2}+\frac{k_0^2u^2}{W^2}\psi=0,\qquad \frac{d\psi}{du}=0\ \text{at}\ u=0 .$$

Set $s=k_0u^2/(2W)$ and $\psi=\sqrt u\,f(s)$. Since $ds/du=2s/u$,

$$\frac{d\psi}{du}=u^{-1/2}\left(\frac f2+2sf'\right),$$

$$\frac{d^2\psi}{du^2}=u^{-3/2}\left(4s^2f''+4sf'-\frac f4\right).$$

The remaining term is $(4s^2/u^2)\sqrt u f=4s^2u^{-3/2}f$. Dividing the sum by $4u^{-3/2}$ gives

$$s^2f''+sf'+\left(s^2-\frac1{16}\right)f=0,$$

which is Bessel's equation of order $\pm1/4$. For small $u$, $\sqrt uJ_{1/4}$ is proportional to $u$ and has a finite slope. The other solution, $\sqrt uJ_{-1/4}$, tends to a constant with corrections of order $u^4$, so it is the one required.

At the wall $u=W$ and $s=k_0W/2=S$. The number of bound states is the number of zeros of $J_{-1/4}$ between 0 and $S$. For large $s$,

$$J_{-1/4}(s)\approx\sqrt{\frac2{\pi s}}\cos\left(s-\frac\pi8\right),$$

with zeros near $(n-\tfrac38)\pi$. The exact zeros lie slightly higher, by $0.014\pi$ for the first and by less for the later ones. Apart from these narrow windows,

$$N=\left\lfloor\frac S\pi+\frac38\right\rfloor .$$

Here $70.99+0.375=71.37$, so $N=71$. Both the zeros of $J_{-1/4}$ below $S$ and the diagonalized states number 71. The last state is bound by only about 0.7 meV.

### (c) A thermal depletion edge

Let $y=-V/kT$, where $k$ in $kT$ is Boltzmann's constant. Holes in equilibrium have density $N_Ae^{-y}$ and cancel part of the acceptor charge:

$$y''=\frac{1-e^{-y}}{\lambda^2},\qquad \lambda^2=\frac{\epsilon kT}{4\pi N_A}.$$

Multiplying by $y'$ and integrating from the bulk, where $y=y'=0$, gives

$$\frac{y'^2}{2}=\frac{y+e^{-y}-1}{\lambda^2}.$$

With $dz=dy/|y'|$ and $y_s=U/kT$, the threshold phase becomes

$$S_T=\int\sqrt{2mkT\,y}\,dz=\lambda\sqrt{mkT}\int_0^{y_s}\sqrt{\frac{y}{y+e^{-y}-1}}\,dy .$$

For the sharp edge, $W=\lambda\sqrt{2y_s}$ and $k_0=\sqrt{2mkTy_s}$, so $S=\lambda\sqrt{mkT}\,y_s$. The ratio is

$$\frac{S_T}{S}=\frac1{y_s}\int_0^{y_s}\sqrt{\frac{y}{y+e^{-y}-1}}\,dy .$$

At 300 K, $kT=25.85$ meV and $y_s=30.9$. The ratio is 1.129, and $S_T/\pi=80.15$.

The offset changes too. Far inside the bulk $y''\approx y/\lambda^2$, so $V$ decays as $e^{-z/\lambda}$ and the threshold equation is $\psi''+q^2e^{-z/\lambda}\psi=0$, where $q$ sets the strength of the tail. With $s=2\lambda q\,e^{-z/2\lambda}$, which is the phase remaining beyond $z$, it becomes $s^2f''+sf'+s^2f=0$. The bounded solution is $J_0(s)$, whose zeros lie near $(n-\tfrac14)\pi$. The wavelength varies slowly from there to the wall, so the offset is $1/4$ and $N=\lfloor80.40\rfloor=80$. Diagonalization in the thermal potential also gives 80. At fixed bending, the hole tail raises the count by nine.

## A few cases

| Case | $S/\pi$ | Offset | Sum | Diagonalized |
|---|---:|---:|---:|---:|
| Given well | 70.99 | 3/8 | 71.37 | 71 |
| Half the bending, same doping | 35.50 | 3/8 | 35.87 | 35 |
| Mass 0.19, same well | 32.33 | 3/8 | 32.71 | 32 |
| Sharp edge, trial well A | 10.55 | 3/8 | 10.93 | 10 |
| Sharp edge, trial well B | 10.69 | 3/8 | 11.07 | 11 |
| Given bending, 300 K edge | 80.15 | 1/4 | 80.40 | 80 |

The trial wells separate the possible offsets. An offset of $1/2$ would give 11 states in A, and an offset of $1/4$ would give 10 in B. Both disagree with diagonalization.

## What the number means for a real surface

The doping and bending are of the size met in a silicon MOS structure near the onset of inversion. With a rough intrinsic density of $10^{10}\ \mathrm{cm^{-3}}$, inversion electrons contribute about 1% of the squared surface field, so neglecting them is reasonable here; well above onset it is not. The thermal edge moves the count from 71 to 80. A further doubt comes from the band structure. The mass 0.916 describes silicon near its valley minimum, which lies roughly $k_X=1.74\ \mathrm{nm^{-1}}$ from the zone face, whereas the model uses wavenumbers up to $4.386\ \mathrm{nm^{-1}}$. The phase-space area available at threshold is $k_0W$, and the part beyond that face is a triangle of area $\tfrac12k_0W(1-k_X/k_0)^2$, or 18% of the total. The two lowest conduction bands of silicon meet at that face, and the parabola continues approximately into the second of them. The 18% is therefore the share that relies on this continuation, not an error in the count. Departures of the real bands from the parabola can still change the integer.

The oxide wall matters little. Near the wall the threshold wave is $\cos(\Phi-\pi/8)$, where $\Phi$ is now the phase remaining beyond $z$, with $d\Phi/dz=-k$. Its logarithmic slope at $z=0$ is $k_0\tan(S-\pi/8)$. In an oxide with mass $m_{\rm ox}$ and decay constant $\kappa$, continuity of $\psi'/(m\psi)$ requires

$$\tan\left(S-\frac\pi8\right)=\frac{m\kappa}{m_{\rm ox}k_0}.$$

A hard wall corresponds to $\kappa\to\infty$. The finite barrier lowers the required phase by $\arctan[k_0m_{\rm ox}/(m\kappa)]$. Take a rough barrier of 3.1 eV above the silicon conduction edge at the surface and an oxide mass of 0.5. The threshold energy lies 0.8 eV above that edge, so 2.3 eV of barrier remains and $\kappa=\sqrt{2m_{\rm ox}(2.3\ \mathrm{eV})}=5.49\ \mathrm{nm^{-1}}$. The shift is worth 0.13 of a state, and $71.37+0.13=71.50$ still gives 71.

Bound does not mean resolved or occupied. The acceptor length scale $N_A^{-1/3}$ is 21.5 nm, and the Coulomb energy of a single acceptor at that distance is 5.7 meV. Of the 70 gaps between levels, 13 are narrower than this. The count depends on the length chosen: for random placement the mean nearest-neighbour distance is 11.9 nm, where the energy is 10.3 meV and 42 gaps are narrower. The random potential of many acceptors together can be several times larger, so many more of the upper levels may be blurred. At 300 K, Boltzmann statistics in the sharp-edge well put 99% of this ladder's electrons in its lowest five subbands. This ladder holds only about half of all the electrons; the rest occupy the four valleys with confinement mass 0.19. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
band bending                         0.80 eV
acceptor density                     1.0e+17 cm^-3
confinement mass                     0.916 m_e
relative permittivity                11.7
temperature                          300 K
depletion width W                    101.7 nm
surface field                        0.157 MV/cm
threshold wavenumber k0 at surface   4.386 1/nm
threshold phase S                    223.04 rad
semiclassical count S/pi             70.99
S/pi + 3/8                           71.37
bound states, diagonalization        71
zeros of J_(-1/4) below S            71
bound states at half the bending     35
probe S/pi = 10.55: bound states    10
probe S/pi = 10.69: bound states    11
level  1: diagonalized, semiclassical 0.0504, 0.0500 eV
level  2: diagonalized, semiclassical 0.0876, 0.0875 eV
level  3: diagonalized, semiclassical 0.1176, 0.1176 eV
level 10: diagonalized, semiclassical 0.2654, 0.2654 eV
level 35: diagonalized, semiclassical 0.5703, 0.5703 eV
level 71: diagonalized, semiclassical 0.7993, 0.7994 eV
largest semiclassical level error    0.38 meV
largest level shift, mesh halved     0.063 meV
binding of the last level            0.66 meV
gap between levels 1 and 2           37.2 meV
gap between the last two levels      2.97 meV
thermal energy kT                    25.85 meV
subbands holding 99% of the ladder   5
bound states for mass 0.19           32
Debye length                         12.9 nm
phase factor of thermal hole tail    1.129
phase/pi with thermal tail           80.15
bound states with thermal tail       80
oxide barrier, oxide mass            3.1 eV, 0.5 m_e
count gained by oxide penetration    0.131
distance from valley to X            1.74 1/nm
parabolic energy at X                0.125 eV
phase-space share beyond X           18.3 %
inversion share of field squared     0.89 %
mean acceptor spacing                21.5 nm
Coulomb energy at that spacing       5.71 meV
level gaps wider than that energy    57 of 70
surface band edge above Fermi level  0.183 eV
surface edge above bulk valence edge 0.32 eV
```
